# Sputtered alloys: why the Auger composition is not the top-layer composition

## What symmetry fixes

A flat alloy of elements A and B is built of atomic layers with spacing $d$. Layer $i$ contains a fraction $c_i$ of A, and $i=1$ is the outermost layer. Auger electrons leave at angle $\theta$ from the surface normal and are attenuated exponentially over a path length $\lambda$, the escape length. What fraction $C$ of A does the spectrometer report?

Each atom emits independently, so the A signal is linear in the $c_i$. Dividing it by the signal of a pure A standard gives

$$C=\sum_{i\ge1}w_i c_i .$$

Three requirements fix the weights.

- The weights are pure numbers, and the only dimensionless combination of the lengths and the angle that enters the attenuation is $d/(\lambda\cos\theta)$. They therefore depend on the transmission of one layer, $q=e^{-d/(\lambda\cos\theta)}$.
- Exchanging the names A and B must turn $C$ into $1-C$. If both elements' lines are attenuated equally, this requires $\sum_i w_i=1$.
- Every layer absorbs alike. Burying an emitter one layer deeper multiplies its signal by $q$, so $w_{i+1}=q\,w_i$.

The geometric series $w_1(1+q+q^2+\dots)=w_1/(1-q)$ must equal one, hence

$$w_i=(1-q)\,q^{\,i-1}. \tag{1}$$

The outermost layer carries the weight $1-q$, and everything below it carries $q$. The reading equals $c_1$ for every profile only in the limit $q\to0$. For ordinary Auger lines $q$ is far from zero, and a depleted region beneath the surface can outweigh an enriched top layer.

## A counter-example

Take an alloy with bulk fraction $c_b=0.50$ of A, sputtered until its surface no longer changes. The numbers are rough round values in the regime of copper-nickel under argon ions of about 1 keV, with copper as A: $d=0.205$ nm, $\theta=42^\circ$, and escape lengths of 0.45 nm for a low-energy line and 1.30 nm for a high-energy line. Then

$$q_{\rm low}=0.5417,\qquad q_{\rm high}=0.8088 .$$

The top layer supplies 46% of the low-energy signal of a uniform sample and 19% of the high-energy signal.

**The top two layers.** Let a share $1-\beta$ of the sputtering weight belong to layer 1 and $\beta=0.2$ to layer 2, with none from deeper layers. The composition seen by sputtering is

$$s=(1-\beta)c_1+\beta c_2 . \tag{2}$$

Let $r$ be the sputtering yield of A over that of B, per surface atom of each kind. The ejected amounts of A and B are in the ratio $rs:(1-s)$. In the steady state the altered region neither gains nor loses A, so the ejected material must have the composition of the bulk that recession feeds in:

$$\frac{rs}{1-s}=\frac{c_b}{1-c_b}. \tag{3}$$

Mixing and segregation move atoms inside the region and cannot alter this balance. Choose $r=1$, so that there is no preferential sputtering at all. Then $s=c_b=0.50$.

Segregation of A to the top layer is described by the odds ratio under the beam,

$$K=\frac{c_1/(1-c_1)}{c_2/(1-c_2)}=10 . \tag{4}$$

Solving (4) for $c_1$ gives

$$c_1=\frac{Kc_2}{1+(K-1)c_2}.$$

Insert this in (2) and multiply by the denominator:

$$s+s(K-1)c_2=(1-\beta)Kc_2+\beta c_2+\beta(K-1)c_2^2 .$$

Collecting powers of $c_2$,

$$\beta(K-1)c_2^2+\big[(1-\beta)K+\beta-s(K-1)\big]c_2-s=0 . \tag{5}$$

For $K>1$ and $\beta>0$ the product of the roots is negative, so one root is positive. At $c_2=1$ the left side equals $K(1-s)>0$, so this root is less than one. Here (5) reads

$$1.8\,c_2^2+3.7\,c_2-0.5=0,\qquad c_2=\frac{-3.7+\sqrt{17.29}}{3.6}=0.127,$$

and (2) gives $c_1=(0.5-0.2\times0.1273)/0.8=0.593$. The top layer is richer in A than the bulk and holds 4.7 times as much A as the layer beneath.

**The deeper layers.** Let $V$ be the number of layers removed per unit time and $D$ the rate of ion-induced exchange between neighbouring layers. For $i\ge2$ the upward flow of A between layers $i+1$ and $i$ must equal the bulk supply:

$$Vc_{i+1}+D(c_{i+1}-c_i)=Vc_b .$$

Subtract $Vc_b$ and write both compositions relative to $c_b$:

$$(V+D)(c_{i+1}-c_b)=D(c_i-c_b).$$

The depletion thus shrinks by a constant factor per layer,

$$c_i-c_b=(c_2-c_b)\rho^{\,i-2},\qquad \rho=\frac{D}{V+D}. \tag{6}$$

Define the mixing depth $L$ by $\rho=e^{-d/L}$. For $L=2$ nm, $\rho=0.9026$.

**The readings.** Since the weights sum to one, (1) and (6) give

$$C-c_b=(1-q)(c_1-c_b)+(1-q)q(c_2-c_b)\sum_{j\ge0}(q\rho)^j .$$

Summing the series,

$$C=c_b+(1-q)\left[(c_1-c_b)+\frac{q\,(c_2-c_b)}{1-q\rho}\right]. \tag{7}$$

With $c_1-c_b=0.0932$ and $c_2-c_b=-0.3727$,

$$C_{\rm low}=0.5+0.4583\,(0.0932-0.3950)=0.362,$$
$$C_{\rm high}=0.5+0.1912\,(0.0932-1.1165)=0.304 .$$

Both lines report a surface poor in A, although the outermost layer is rich in A. Taken as top-layer compositions, they would suggest the yield ratio

$$r_{\rm false}=\frac{c_b/(1-c_b)}{C/(1-C)},$$

which is 1.77 for the low line and 2.29 for the high line. The true value is 1. The disagreement between the lines is informative: under the stated attenuation, a sample uniform in depth would give the same $C$ at both energies.

## The general statement

For flat layers obeying (1):

1. One reading restricts the top layer only to
$$\max\!\left[0,\frac{C-q}{1-q}\right]\le c_1\le\min\!\left[1,\frac{C}{1-q}\right]. \tag{8}$$
If $1-q\le\min(C,1-C)$, every value from 0 to 1 is allowed.

2. If all layers below the first have composition $c_2$, the two-layer model, then
$$C=s-(q-\beta)(c_1-c_2). \tag{9}$$

3. In the steady state with $r=1$, $K>1$, $0<\beta<1$ and the tail (6), the top layer is richer in A than the bulk, while the reading is poorer than the bulk whenever
$$q>q^*=\frac{\beta}{1-\beta(1-\rho)}. \tag{10}$$
At $q=q^*$ the reading equals $c_b$ and the segregation is masked. The threshold does not depend on $K$.

**Proof of 1.** Write $C=(1-q)c_1+qm$, where $m$ is the weighted mean composition of all deeper layers. Without further knowledge $m$ may be anything from 0 to 1. Solving, $c_1=(C-qm)/(1-q)$, which falls from $C/(1-q)$ to $(C-q)/(1-q)$ as $m$ rises from 0 to 1. Intersecting this range with $0\le c_1\le1$ gives (8). The whole range survives if $C\ge1-q$ and $C\le q$, which is the stated condition.

In the example the low line allows $c_1$ from 0 to 0.79. The high line has $1-q=0.191$, less than both $C=0.304$ and $1-C$, so by itself it says nothing about the top layer.

**Proof of 2.** In the two-layer model $C=(1-q)c_1+qc_2$. Subtract this from (2):

$$s-C=\big[(1-\beta)-(1-q)\big]c_1+(\beta-q)c_2=(q-\beta)(c_1-c_2).$$

Sputtering and Auger emission are two averages of one profile. In the two-layer model, when Auger electrons come from deeper than sputtered atoms, $q>\beta$, and A segregates, the reading lies below $s$. A profile that recovers towards the bulk needs a larger $q$, as part 3 shows for $r=1$. The conservation law (3) governs $s$, not $C$.

The example gives 0.341 and 0.216 in this model, against 0.362 and 0.304 from the full profile. Treating the depletion as endless exaggerates it, chiefly for the line that sees deepest.

**Proof of 3.** For $r=1$, (3) gives $s=c_b$. Since $K>1$ implies $c_1>c_2$, and $c_b$ is a weighted mean of the two, $c_1>c_b>c_2$. Put $\Delta=c_b-c_2>0$. Equation (2) then reads $(1-\beta)(c_1-c_b)=\beta\Delta$, and (7) becomes

$$C-c_b=(1-q)\Delta\left[\frac{\beta}{1-\beta}-\frac{q}{1-q\rho}\right].$$

The bracket is positive at $q=0$ and the second fraction grows with $q$, so the bracket can change sign only once, from positive to negative. It vanishes where

$$\beta(1-q\rho)=q(1-\beta)\quad\Longrightarrow\quad \beta=q\,(1-\beta+\beta\rho).$$

This is (10). Segregation enters only through the factor $\Delta$, which sets the size of the error but not its sign. A reversal is possible if $q^*<1$, that is, $\beta(2-\rho)<1$. $\square$

## Limits and the masking angle

If sputtering removes atoms from the top layer alone, $\beta=0$, then $c_1=c_b$ for $r=1$, however strong the segregation. All of the segregation then appears as depletion below, and the reading lies under the bulk value for every $q$ between 0 and 1.

For $\beta>0$, equation (2) gives $c_1\le s/(1-\beta)$, because $c_2$ cannot be negative. In the example the bound is 0.625. Raising $K$ from 10 to 20, with the other parameters held, moves $c_1$ only from 0.593 to 0.607, but lowers $c_2$ from 0.127 to 0.072. If $K=1$ and $r=1$, all layers have the bulk composition.

The escape length also has two limits. For $q\to0$ the reading tends to $c_1$; for $q\to1$, with $\rho<1$, it tends to $c_b$, because the electrons come mostly from unaltered alloy. When $q^*<1$, the reading equals $c_b$ at $q=q^*$ and lies below it for $q^*<q<1$, so it must pass through a minimum in that range. The high line sits near it: changing both escape lengths by $-20\%$ or $+20\%$ gives high readings of 0.305 and 0.307, both slightly above 0.304. A deeper view therefore need not show a stronger depletion.

Emission angle offers a way to vary $q$. In the example

$$q^*=\frac{0.2}{1-0.2\times0.0974}=0.204,\qquad \cos\theta^*=\frac{d}{\lambda\ln(1/q^*)} .$$

For the low line $\theta^*=73^\circ$. There the model spectrometer reads 0.50, the bulk value, while the first two layers contain 0.59 and 0.13. At more grazing emission the reading rises above the bulk value. For the high line $\theta^*=84^\circ$. Roughness and elastic scattering are most harmful at such angles, so these are predictions for an ideal surface and not a recipe for calibration.

## Segregation against ion mixing

The value $K=10$ is not an equilibrium constant. Erosion and mixing oppose segregation, so the tendency without them must be stronger. Measure time in removed layers, so that $V=1$, and let segregation carry A into layer 1 at the rate

$$J=k\big[K_{\rm bare}c_2(1-c_1)-c_1(1-c_2)\big].$$

For $r=1$, layer 1 loses A at the rate $(1-\beta)c_1$ by sputtering, receives $(1-\beta)c_2$ as it is refilled from layer 2, and loses $D(c_1-c_2)$ by mixing. Balance requires $J=(1-\beta+D)(c_1-c_2)$. By (4), $c_1(1-c_2)=Kc_2(1-c_1)$, so

$$K_{\rm bare}=K+\frac{(1-\beta+D)(c_1-c_2)}{k\,c_2(1-c_1)} .$$

With $D=\rho/(1-\rho)=9.26$ and the round choice $k=1$, $K_{\rm bare}=101$. At 300 K this corresponds to $k_BT\ln K_{\rm bare}=0.12$ eV, against 0.06 eV for $K=10$. Inferring a segregation energy from the profile under the beam would here give half the value put in. The factor depends on the chosen $k$: for the same profile it is 0.78 at $k=10$, and it approaches one when exchange between the top two layers is fast.

These balances were also integrated in time for 160 layers, starting from the uniform alloy. They reached the profile above to within $2\times10^{-5}$ in every layer. The high-energy reading settled to within 0.01 of its final value after about 9 nm had been removed, several times the mixing depth.

Two further runs separate the causes. With $K_{\rm bare}=1$ and $r=1$, an initial depletion to 0.2 in the first ten layers disappeared, leaving deviations from $c_b$ of about $2\times10^{-10}$. With $K_{\rm bare}=1$ and $r=1.3$, the surface became poor in A at the top itself, with $c_1=0.434$ and $c_2=0.439$. Preferential sputtering without segregation thus makes a shallow gradient here; segregation makes a steep one.

## Recovering the top layer from two lines

Equation (7) is linear in $u=c_1-c_b$ and $v=c_2-c_b$. If $\rho$ is known, two lines suffice:

$$-0.138=0.458\,u+0.486\,v,\qquad -0.196=0.191\,u+0.573\,v .$$

The determinant is $0.458\times0.573-0.486\times0.191=0.170$. Solving with unrounded readings returns $c_1=0.593$ and $c_2=0.127$.

The price is noise. Independent standard errors of 0.02 in the two readings give $c_1$ a standard error of

$$\frac{0.02\sqrt{0.573^2+0.486^2}}{0.170}\approx0.09,$$

as large as the enrichment $u=0.093$ itself. The same formula with the coefficients 0.458 and 0.191 gives about 0.06 for $c_2$. A reading error shifts $c_1$ and $c_2$ in opposite directions, so the coefficients add in the difference, and $c_1-c_2$ has a standard error of

$$\frac{0.02\sqrt{(0.573+0.191)^2+(0.486+0.458)^2}}{0.170}\approx0.14 .$$

The contrast $c_1-c_2=0.47$ is thus about three standard errors from zero, whereas the excess of the top layer over the bulk is only about one.

Model error matters as much. Assuming a mixing depth of 1 nm or 4 nm, instead of the true 2 nm, gives $c_1=0.70$ or 0.54. The plain two-layer inversion gives 0.48, on the wrong side of the bulk value. A method that probes the outermost layer directly, such as low-energy ion scattering, addresses the missing quantity without this inversion.

## The real alloy

Copper does tend to segregate in copper-nickel, and the escape lengths are of a reasonable size for lines near 100 eV and 900 eV. The low-energy lines of the two elements lie close together and must be separated before $C_{\rm low}$ can be used. At high energy the nickel line near 850 eV overlaps a copper line, so it too must be separated or replaced by another nickel line. The values of $\beta$, $K$ and $L$ are rough choices, and the calculated compositions are not measurements.

The assumption most clearly broken is $r=1$, since pure copper sputters more readily than pure nickel. With $r=1.3$ and $K$, $\beta$ and $\rho$ held, $c_1$ falls to 0.519 and the readings to 0.313 and 0.273. The top layer returns to the bulk value when $c_1=0.5$: then (4) gives $c_2=1/11$, (2) gives $s=0.418$, and (3) gives $r=(1-s)/s\approx1.39$. This threshold depends on the rough choice of $\beta$: it is 1.18 for $\beta=0.1$ and 1.65 for $\beta=0.3$. Above this ratio the top layer is itself poorer in copper than the bulk, though near the threshold it remains far richer than the readings suggest. The yield ratio in the real alloy is not determined here and may lie on either side of the threshold, so the example shows that a reversal is possible, not that sputtered copper-nickel has a copper-rich top layer.

Other changes, made one at a time, leave the reversal in place. Varying $\beta$ from 0.1 to 0.3 moves $c_1$ from 0.544 to 0.648. At fixed $K$, mixing depths from 1 to 4 nm move the high reading from 0.349 to 0.269. Stronger mixing also lowers $K$, however: with $K_{\rm bare}=101$ and $k=1$ held instead, the high reading is 0.330 at 1 nm and 0.308 at 4 nm. A 5% error in the relative sensitivity of the elements shifts it by about 0.01, up or down according to the sign of the error. Unequal attenuation of lines at 920 and 850 eV, with escape length taken as proportional to energy to the power 0.75, changes it by about 0.0001. That change is so small because the high line sits near the minimum found above, where the reading hardly depends on the escape length; it need not be so small for other lines. Over all the variations listed in the numerical output, both readings stay below 0.41 while $c_1$ stays above 0.51.

The tail (6) takes $D$ equal at every depth, whereas ions of about 1 keV mix only a thin surface zone. Setting $D$ to zero below 2 nm or 1 nm leaves $c_1$, $c_2$ and the reversal in place, but raises the high reading to 0.314 or 0.349 and shortens the settling depth from 9 nm to 4.5 or 2.6 nm. The two-line inversion with the tail (6) and $L=2$ nm then returns $c_1=0.57$ or 0.48.

Roughness, implanted argon, crystal diffraction and segregation beyond the second layer are not included, and their effects on these numbers have not been estimated.

## Calculated quantities

```
INPUTS (rough round values, Cu-Ni regime, A = Cu)
bulk fraction cb = 0.50; yield ratio r = 1.0
layer spacing d = 0.205 nm; emission angle = 42 deg
escape lengths: low line 0.45 nm, high line 1.30 nm
mixing depth = 2.0 nm; beta = 0.2; K = 10
temperature = 300 K; kT = 0.02585 eV
LAYERS AND READINGS (fractions of A)
one-layer transmission q: low 0.5417, high 0.8088
top-layer weight 1-q: low 0.4583, high 0.1912
depletion factor per layer rho = 0.9026
sputter-weighted composition s = 0.5000
top layer c1 = 0.5932; second layer c2 = 0.1273
two-layer model reading: low 0.3408, high 0.2163
full-profile reading: low 0.3616, high 0.3043
low line: false yield ratio = 1.765
low line alone allows c1 from 0.000 to 0.789
high line: false yield ratio = 2.286
high line alone allows c1 from 0.000 to 1.000
MASKING AND APPROACH TO STEADY STATE
masking transmission q* = 0.2040
masking angle: low 73.35, high 84.31 deg
mixing rate D = 9.265 per removed layer
exchange rate k = 1.0 per removed layer
bare segregation ratio K_bare = 100.6
kT ln K = 0.0595 eV; kT ln K_bare = 0.1192 eV
removed until high reading settles within 0.01: 9.2 nm
no segregation, r = 1: largest |c-cb| = 2.1e-10
no segregation, r = 1.3: c1 = 0.4337, c2 = 0.4390
TWO-LINE INVERSION
mixing depth known: c1 = 0.5932, c2 = 0.1273
error of c1 for reading errors of 0.02: 0.089
two-layer inversion: c1 = 0.4779
mixing depth assumed 1 nm: c1 = 0.6973
mixing depth assumed 4 nm: c1 = 0.5370
SENSITIVITY: c1, c2, low reading, high reading
escape lengths -20%: 0.593, 0.127, 0.390, 0.305
escape lengths +20%: 0.593, 0.127, 0.342, 0.307
mixing depth 1 nm: 0.593, 0.127, 0.377, 0.349
mixing depth 4 nm: 0.593, 0.127, 0.352, 0.269
beta 0.1: 0.544, 0.106, 0.329, 0.283
beta 0.3: 0.648, 0.155, 0.400, 0.331
K 5: 0.572, 0.211, 0.393, 0.348
K 20: 0.607, 0.072, 0.341, 0.275
yield ratio r 1.3: 0.519, 0.097, 0.313, 0.273
line energies 920 and 850 eV: high 0.3042
matrix factor error 5%: high 0.3148
```
